# Stripe-Domain Period and Orientation from a Noisy Image, with Confidence Intervals

A piezoresponse image of a ferroelectric film shows stripes of alternating contrast, blurred by the tip and buried in noise. Take a frame of side $L=2000$ nm with about ten periods of $\Lambda=190$ nm. One Fourier bin, $\delta k=2\pi/L$, corresponds to a period step $\Lambda^2\delta k/2\pi=\Lambda^2/L=18$ nm. The stripes fix the period far better than that. How much better depends on the finite frame, on the pixel noise and on the irregularity of the walls.

## Model and conventions

The image $d(\mathbf r)$ has $n\times n$ pixels of size $a$, with $L=na$ and $\mathbf r=(x,y)$ measured from the centre; $x$ is the fast scan axis. The stripes have phase $\psi=\mathbf k_0\cdot\mathbf r+\varphi$ and wavevector

$$\mathbf k_0=\frac{2\pi}{\Lambda}(\cos\theta,\sin\theta),$$

so $\theta$ is the angle of the stripe normal, defined modulo 180°. The signal is $A_0\,\mathrm{sign}(\cos\psi)$, blurred by a Gaussian of width $b$, plus a constant and white noise of rms $\sigma$. Up and down domains have equal mean width. Wall $m$ is straight and sits at $\psi_m=(m+\tfrac12)\pi$, displaced along the normal by an independent random $u_m$ of rms $s$. The fundamental has amplitude $A=(4A_0/\pi)e^{-k_0^2b^2/2}$ when $s=0$.

The Hann window is $w=\cos^2(\pi x/L)\cos^2(\pi y/L)$. Define

$$F(\mathbf k)=\sum w\,(d-\mu)e^{-i\mathbf k\cdot\mathbf r},\quad W(\mathbf q)=\sum w\,e^{-i\mathbf q\cdot\mathbf r},$$

with $\mu=\sum wd/S_0$, $S_0=\sum w$ and $S_2=\sum wx^2=\sum wy^2$. The window is even in $x$ and in $y$, so $W$ is real, $\sum wxy=0$, and $W\simeq S_0-\tfrac12S_2q^2$ for small $q$.

## One formula for every error of the peak

Write $F=c_1W(\mathbf k-\mathbf k_0)+E(\mathbf k)$, where $c_1=\tfrac12Ae^{i\varphi}$ and $E$ holds everything else. The maximum of $|F|^2$ satisfies $\mathrm{Re}(F^*\nabla F)=0$. With $\mathbf q=\mathbf k-\mathbf k_0$,

$$F\simeq c_1S_0,\qquad \nabla F\simeq-c_1S_2\mathbf q+\nabla E(\mathbf k_0).$$

Corrections to $F$ multiply $\nabla F$, which is already small, and are second order. Dividing by $|c_1|^2S_0$ gives

$$\boxed{\;\mathbf q=\frac{1}{S_2}\,\mathrm{Re}\,\frac{\nabla E(\mathbf k_0)}{c_1}\;}\tag{1}$$

With $E=0$ the same expansion gives $\nabla F/F=-(S_2/S_0)(\mathbf k-\mathbf k_0)$. The peak is therefore reached by iterating

$$\mathbf k\leftarrow\mathbf k+\frac{S_0}{S_2}\mathrm{Re}\frac{\nabla F}{F}.\tag{2}$$

An error $\mathbf q$ has a component $q_n$ along the normal and $q_t$ along the walls. Since $\Lambda=2\pi/|\mathbf k|$, $\delta\Lambda=-\Lambda q_n/|\mathbf k|$ and $\delta\theta=q_t/|\mathbf k|$.

**Leakage.** The other harmonics, $c_j$ at $\mathbf k_j=j\mathbf k_0$ with $j=-1,\pm3,\dots$, contribute $c_jW(\mathbf k-\mathbf k_j)$ to $E$. The constant in the signal cancels against its own part of $\mu$, so here $\mu$ denotes the weighted mean of the stripes alone; its subtraction contributes $-\mu W(\mathbf k)$. Equation (1) becomes

$$\mathbf q=\frac1{S_2}\mathrm{Re}\Big[\sum_{j\ne1}\frac{c_j}{c_1}\nabla W(\mathbf k_0-\mathbf k_j)-\frac{\mu}{c_1}\nabla W(\mathbf k_0)\Big].$$

For a size estimate take a rectangular window, stripes normal to $x$, and the term $j=-1$ alone. Per row and per unit length, $W=2\sin(qL/2)/q$ and $S_2=L^3/12$. At $q=2k_0$ the leading slope for $k_0L\gg1$ is $L\cos(k_0L)/2k_0$, so

$$\frac{|\delta k|}{k_0}\simeq\frac{6|\cos k_0L|}{(k_0L)^2}|\cos2\varphi|.$$

At 10.5 periods, $k_0L=66$ and the bound over phase is $1.4\times10^{-3}$, or 0.26 nm. The full sum gives 0.326 nm and the measured peak 0.330 nm (largest of 16 phases). The Hann window lowers this to 0.0017 nm, by formula and by measurement. At 3.2 periods the measured biases are 1.8 nm (rectangular) and 0.11 nm (Hann). These peak searches started from the true wavevector.

**Pixel noise.** Here $\nabla E=-i\sum w\mathbf r\,\eta\,e^{-i\mathbf k_0\cdot\mathbf r}$, with $\eta$ the noise. Dividing by $c_1$ turns the exponential into $(2/A)e^{-i\psi}$, and $\mathrm{Re}(-ie^{-i\psi})=-\sin\psi$. Hence

$$\mathbf q=-\frac{2}{AS_2}\sum w\,\mathbf r\,\eta\sin\psi .$$

The pixels are independent, and $\sin^2\psi$ averages to $\tfrac12$ over many stripes. Each component has variance

$$V_\eta=\frac{2\sigma^2\sum w^2x^2}{A^2S_2^2}.\tag{3}$$

For $w=1$, $\sum w^2x^2=S_2=n^2L^2/12$ and $V_\eta=24\sigma^2/(A^2n^2L^2)$. The Hann window raises the standard error by a factor of 1.875 because it suppresses the edges, where the phase has its longest lever arm. For the example's noise, (3) gives a period error of 0.090 nm with Hann and 0.048 nm with the rectangle; simulation gives 0.087 and 0.051 nm. Hann is used below because it keeps leakage negligible whatever the stripe direction and phase. This safety costs precision in the period: the Hann window also increases the period error from wall disorder, treated next (0.106 against 0.058 nm per nm of disorder at 27°). In the example, where disorder dominates the period error and rectangular leakage at 27° is below 0.01 nm, the rectangle would give the smaller period error, about 0.35 against 0.63 nm at $s=6$ nm. For the angle Hann halves the disorder part, and the two totals are about equal, 0.030°.

**Wall disorder.** At $\psi_m$ the cosine vanishes and $\sin\psi_m=(-1)^m$. For even $m$ the signal falls from $+A_0$ to $-A_0$, so moving the wall by $u_m$ in the direction of $\mathbf k_0$ adds $2A_0u_m$ per unit wall length; for odd $m$ the sign reverses. A pixel sum is an area integral divided by $a^2$. With $\mathbf G_m=a^{-2}\int w\,\mathbf r\,dl$ along the wall,

$$\nabla E=-i\,e^{-k_0^2b^2/2}\sum_m2A_0u_m\sin\psi_m\,e^{-i(\psi_m-\varphi)}\,\mathbf G_m .$$

Since $e^{-i\psi_m}=-i\sin\psi_m$, the factors combine to $(-i)(-i)\sin^2\psi_m=-1$. Dividing by $c_1=(2A_0/\pi)e^{-k_0^2b^2/2}e^{i\varphi}$ cancels the blur and leaves $\mathbf q=-\pi\sum u_m\mathbf G_m/S_2$. Let $\mathbf g_m=\sum w\mathbf r$ over the band of width $\Lambda/2$ centred on the wall. For a window that varies slowly across the band, $\mathbf g_m\simeq(\Lambda/2)\mathbf G_m$, and

$$\mathbf q=-\frac{|\mathbf k_0|}{S_2}\sum_mu_m\mathbf g_m.\tag{4}$$

Moving one wall outward by 3 nm in a clean image changed the period by 0.1052 nm; (4) gives 0.1049 nm. The sign is as expected: an outward shift stretches the pattern.

## Estimating the disorder from the same image

Subtract the fitted unblurred square wave, whose levels come from the central halves of the domains. The residual is concentrated at the walls. With $W_m=\sum w$ and $R_m=\sum w\,(\text{residual})$ over band $m$, the line source gives $R_m\simeq2A_0u_m\sin\psi_m\,W_m/(\Lambda/2)$, so

$$u_m=\sin\psi_m\,\frac{\Lambda R_m}{4A_0W_m},\qquad v_m=\sigma^2\Big(\frac{\Lambda}{4A_0W_m}\Big)^2\sum_{\rm band}w^2,$$

where $v_m$ is the part of the variance due to pixel noise.

The fitted phase and period have absorbed some of the displacement, so remove a weighted line $\alpha+\beta x_m$ explicitly, with wall positions $x_m$ shifted so that $\sum W_mx_m=0$. The residuals $r_m$ obey

$$\sum Wr^2=\sum Wu^2-\frac{(\sum Wu)^2}{\sum W}-\frac{(\sum Wxu)^2}{\sum Wx^2}.$$

For independent $u_m$ the mean is $s^2D$, with

$$D=\sum W-\frac{\sum W^2}{\sum W}-\frac{\sum W^2x^2}{\sum Wx^2}.$$

The estimate, clipped at zero, is

$$\hat s^2=\max\Big(0,\ \frac{\sum Wr^2}{D}-\frac{\sum Wv}{\sum W}\Big).\tag{5}$$

The subtracted noise term would be exact for equal $v_m$; for unequal $v_m$ it is an approximation.

The pixel noise comes from second differences taken in both directions. The coefficients $1,-2,1$ have squared sum 6 per direction, so the noise variance is multiplied by 36 and $\hat\sigma$ is the rms difference divided by 6. This requires white noise and a signal that is smooth on the pixel scale.

The covariance of $\mathbf q$ is then

$$C=V_\eta I+\frac{|\mathbf k|^2\hat s^2}{S_2^2}\sum_m\mathbf g_m\mathbf g_m^{T}.\tag{6}$$

A variance estimated from few walls calls for a Student quantile. The effective number of degrees of freedom is approximated by $\nu=(\sum W)^2/\sum W^2-2$. For each component it is multiplied by $(C_{\rm total}/C_{\rm disorder})^2$, because the noise part is treated as known.

## The autocorrelation estimate

Let $C_d(\boldsymbol\ell)$ be the sum of products of the windowed, mean-subtracted image with its copy displaced by $\boldsymbol\ell$. It is the inverse transform of $|F|^2$, with zero padding to $2n$ to prevent wrap-around. For a cosine, the product of two signal values is $\tfrac12A^2[\cos\mathbf k_0\cdot\boldsymbol\ell+\cos(2\psi+\mathbf k_0\cdot\boldsymbol\ell)]$. The second term oscillates with position and nearly averages out under a smooth window, so

$$C_d\simeq\tfrac12A^2\,C_w(\boldsymbol\ell)\cos(\mathbf k_0\cdot\boldsymbol\ell),$$

where $C_w$ is the autocorrelation of the window. Along the normal, a vanishing derivative requires $\tan k_0\ell=(\ln C_w)'/k_0$. Near $\ell=\Lambda$ the peak is therefore displaced by

$$\delta\ell\simeq\frac{(\ln C_w)'}{k_0^2}<0,$$

because the overlap decreases with lag. On a clean cosine the shift was $-0.571$ nm; the formula gives $-0.572$ nm. Dividing by $C_w$ removes it at this order. White noise adds, on average, a spike at zero lag, away from the side ridge.

Near a trial period $\Lambda_c$ and trial normal, let $l$ be the lag along the normal minus $\Lambda_c$, and $t$ the lag along the wall. Fit $p_0+p_1l+p_2t+p_3l^2+p_4lt+p_5t^2$. Its maximum over $l$ is the line $l=-(p_1+p_4t)/2p_3$. A ridge whose normal is turned by $\delta$ follows $l=\Lambda/\cos\delta-t\tan\delta-\Lambda_c$. Comparing the two,

$$\tan\delta=\frac{p_4}{2p_3},\qquad\Lambda=\Big(\Lambda_c-\frac{p_1}{2p_3}\Big)\cos\delta .$$

The peak is not a parabola, so the patch is recentred and refitted; at the fixed point it lies symmetrically on the ridge.

## Pseudocode

```
measure(d):
  wd = w * (d - weighted mean)
  k  = largest bin of |FFT(wd)|^2 with |k| > 2.5 bins
  repeat eq. (2) until the step is negligible
  phase = arg F(k);  A = 2|F|/S0
  sigma = rms(mixed second difference)/6
  A0, offset = from central halves of the domains
  for each wall band: W, R, g, u, v
  s2 = eq. (5);  C = eq. (6)
  return period, angle, Student intervals

ridge(d, period, angle):
  rho = autocorr(wd) / autocorr(w)
  repeat 10 times: fit quadratic patch, update both
  return period, angle

bias_test(fit):
  repeat B times:
    draw random phase, walls (s), noise (sigma)
    refit with measure() and ridge()
  return mean error, its standard error, coverage
```

The transform costs $O(n^2\log n)$. Each step of (2) costs $O(n^2)$; because the exponential factorizes into $x$ and $y$ parts, only $2n$ exponentials need evaluating. The band sums are one pass over the pixels. The padded autocorrelation handles $4n^2$ points, and the bias test multiplies the total by $B$.

Iteration (2) is local. Its step diverges at the edge of the main lobe, where $W$ vanishes, so the seed should lie well inside the lobe; the largest bin normally does. The cut at 2.5 bins excludes the slowest background from the search. It is not a sharp limit on the number of periods, because the refinement can move below it.

## Worked example

The pixels are 10 nm, so $n=200$. The inputs are $\Lambda=190$ nm, $\theta=27°$, $b=12$ nm, $s=6$ nm and $\sigma=0.8A_0$. The largest bin gives 194.3 nm and 29.1°. Refinement gives, at 95% confidence,

$$\Lambda=190.7\pm0.9\ \text{nm},\qquad\theta=27.01°\pm0.06°.$$

Both intervals contain the inputs. The period's standard error is 0.424 nm, of which pixel noise supplies 0.089 nm. Disorder therefore supplies $\sqrt{0.424^2-0.089^2}=0.415$ nm. The angle is limited by noise instead: 0.0267° out of 0.0281°. A rigid shift of a straight wall changes the spacing but hardly turns the pattern.

The estimated disorder is 3.9 nm, well below the 6 nm put in. With $\nu=11.8$ the relative standard error of $\hat s$ is about $1/\sqrt{2\nu}=21\%$, so this image is a low draw by 1.7 standard errors. At the input disorder, the disorder part would be $0.415\times6/3.89=0.64$ nm. The Student factor, $0.92/0.424=2.2$, allows for this uncertainty.

The divided autocorrelation gives 190.9 nm and 27.01°. It uses the same pixels and starts from the Fourier result, so the agreement is not a second independent measurement. The raw version gives 190.7 nm, closer to the input, but one image cannot show a bias.

The bias test can. It used the fitted parameters, with the blur held at its input value:

| Refit | Period bias (nm) | Scatter (nm) |
|---|---:|---:|
| Fourier, 300 images | $-0.005\pm0.022$ | 0.38 |
| Autocorrelation, 150 | $-0.04\pm0.04$ | 0.52 |

The uncertainties are standard errors; neither bias is resolved. Omitting the division lowers the autocorrelation period by 0.22 nm on average. This is not directly comparable with the cosine's 0.57 nm, which is the displacement of an exact maximum. The ridge fit averages over a patch of half-width $\Lambda/4$ along the normal, and on a clean cosine this fit already gives 0.22 nm. The higher harmonics of the stripes reduce the shift of the exact maximum to 0.45 nm but hardly change the patch result.

The 95% intervals covered the true value in 96% of cases for the period and 94% for the angle, with a sampling error of about 1.3 points. An interval from pixel noise alone covered the period in 36%. In these 300 images the Fourier period scatter is 10% below the predicted 0.424 nm and the angle scatter 8% above the predicted 0.028°, with a sampling error of 4% each. A larger run of 700 images at the same parameters gives 0.43 nm and 0.027°, so both differences appear to be sampling fluctuations.

## When the intervals fail

**Independent spacings.** If each wall is placed relative to its neighbour, displacements accumulate: $u_m$ is a sum of spacing errors $\epsilon_j$ of rms $s_\epsilon$. A common shift of all walls changes the phase alone, so $\sum\mathbf g_m\simeq0$. Reordering the sum in (4) gives $\sum_mu_m\mathbf g_m=\sum_j\epsilon_j\mathbf T_j$ with $\mathbf T_j=\sum_{m\ge j}\mathbf g_m$, and

$$\mathrm{Var}\,q_n=\frac{|\mathbf k|^2s_\epsilon^2}{S_2^2}\sum_jT_{j,n}^2 .$$

For $s_\epsilon=4$ nm, with pixel noise included, the formula gives a period error of 2.2 nm and simulation 2.3 nm. The intervals from (6) then cover the mean period in 37% of cases. The straight-line fit absorbs much of the accumulated displacement, so $\hat s$ does not reveal it. In this regime the fitted period describes the frame, and (6) is not its error as a measure of the film's mean period.

**Wavy walls.** Let wall segments of length $h$ move independently by rms $s_w$. Each owns $n_c=h\Lambda/2a^2$ pixels, and $\mathbf g\simeq n_cw\mathbf r$. Summing $\mathbf g\mathbf g^T$ over cells gives $n_c\sum w^2x^2$ per component, hence $\delta\theta_{\rm rms}=s_w\sqrt{n_c\sum w^2x^2}/S_2$. For $s_w=5$ nm and $h=200$ nm this is 0.064° (simulated, 0.059°), twice the angle's standard error in the example.

**Scanner errors.** If the sampled position drifts along $x$ by $\Delta$ during the frame, the phase gains $k_x\Delta y/L$, so $k_y$ rises by $k_x\Delta/L$. Projection gives $\delta\theta=\cos^2\theta\,\Delta/L$ and $\delta\Lambda=-\Lambda\sin\theta\cos\theta\,\Delta/L$. For $\Delta=10$ nm these are 0.23° and $-0.38$ nm; the angle error is four times the quoted half-width. A 1% length calibration error moves the period by 1.9 nm, twice its half-width. Both errors turn straight, evenly spaced stripes into another such pattern, so the stripes alone cannot reveal them.

**Line offsets.** A random offset on each scan line has its spectrum at $k_x=0$. With rms $0.3A_0$ it changes the period by 0.0002 nm at $\theta=27°$, but by 0.40 nm at $\theta=90°$, where the stripe peak lies on that line. Rotating the scan moves the stripe peak off that line. The Hann lobe reaches two bins to each side, so the turn must make $L|\cos\theta|/\Lambda$ clearly larger than 2, which it reaches here at 11°. At that point $W$ vanishes but its slope does not: the period error is down to 0.013 nm while the angle error is still 0.02°, falling to 0.005° at a turn of 14°. A smaller turn puts more error into the angle, about 0.1° at 5°.

**Correlated noise.** Equations (3) and (5) assume white noise, but lock-in filtering can correlate neighbouring pixels along the fast axis. Suppose the correlation falls as $\rho^j$ over $j$ pixels, with $\rho=0.6$. The second differences then give only $\sqrt{(6-8\rho+2\rho^2)/6}=0.57$ of the true rms, while the noise power at the example's stripe wavevector is about three times that of white noise. The noise part of the standard error is therefore underestimated by a factor of about 3.

**Relation to real films.** The parameters are illustrative, and the noise is set high to test the method. Real walls can bend, end and branch, which breaks the assumption of straight, independently displaced walls. For an amplitude near 4 nm, the period error is about 0.4 nm if wall displacements are independent and 2.3 nm if spacing errors accumulate. A period quoted for a film, rather than for one frame, therefore needs several separated frames and a calibrated scanner. The full numerical output follows this text.

## Calculated quantities

```
frame 2000 nm, pixel 10 nm, blur 12 nm
input period 190.0 nm, normal angle 27.0 deg
input noise rms 0.80, wall disorder 6.0 nm
period step of one FFT bin 18.1 nm
FFT seed: period 194.3 nm, angle 29.1 deg
Fourier period 190.69 +- 0.92 nm (95%)
Fourier angle 27.010 +- 0.055 deg (95%)
standard errors: 0.424 nm, 0.0281 deg
estimated noise 0.787, domain signal 0.999
estimated disorder 3.89 nm from 20 walls, dof 11.8
noise-only standard errors 0.089 nm, 0.0267 deg
autocorrelation, window divided out: 190.88 nm, 27.011 deg
autocorrelation, raw: 190.67 nm, 27.011 deg
noise error of period, Hann: simulated 0.0872, formula 0.0897 nm
noise error of period, rectangular: simulated 0.0508, formula 0.0478 nm
Hann/rectangular noise error ratio 1.875
one wall moved 3 nm: period change measured 0.1052, formula 0.1049 nm
largest leakage bias, 3.2 periods, rectangular: 1.77946 nm
largest leakage bias, 3.2 periods, Hann: 0.10707 nm
largest leakage bias, 10.5 periods, rectangular: 0.32991, formula 0.32567 nm
largest leakage bias, 10.5 periods, Hann: 0.00174, formula 0.00174 nm
raw autocorrelation shift, cosine: measured -0.5706, formula -0.5724 nm
refits: 300 Fourier, 150 autocorrelation
Fourier period bias -0.005 +- 0.022 (s.e.), scatter 0.380 nm
Fourier angle bias -0.0001 +- 0.0018 (s.e.), scatter 0.0305 deg
coverage of 95% intervals: period 96.0, angle 94.0 %
period coverage with pixel noise alone 36.0 %
rms disorder: put in 3.89, recovered 3.86 nm
autocorrelation period bias -0.037 +- 0.042 (s.e.), scatter 0.518 nm
autocorrelation angle bias -0.0004 +- 0.0041 (s.e.), scatter 0.0502 deg
raw minus divided autocorrelation period -0.218 nm
independent spacings, rms 4 nm: period error simulated 2.31, formula 2.24 nm
coverage of the 95% interval in that case 37.3 %
wavy walls, 5 nm rms in 200 nm segments: angle error simulated 0.0587, formula 0.0641 deg
drift 10 nm per frame: period -0.385 nm, angle 0.227 deg
line offsets rms 0.3, normal at 27 deg: period error 0.00015 nm
line offsets rms 0.3, normal at 90 deg: period error 0.39850 nm
length calibration error 1 %: period 1.91 nm
```
